# Free-energy error from keeping only the lowest conformer

**Q.** For a free energy I optimize the lowest conformer, add its harmonic vibrations and stop. Every other conformer lies higher and is suppressed by a Boltzmann factor. What is lost?

**A.** Each factor is below one, but the factors add. Take molar energies, $\beta=1/kT$, and conformers in equilibrium with each other. Define conformer $i$ as a basin with hard walls on the surrounding barrier tops, with partition function $Z_i$ and free energy $F_i=-kT\ln Z_i$. If $Z\approx\sum_i Z_i$, factor out the lowest, $i=0$, and set $\Delta_i=F_i-F_0\ge0$:

$$Z=Z_0\sum_{i=0}^{N-1}e^{-\beta\Delta_i},\qquad \Delta F\equiv F-F_0=-kT\ln\sum_i e^{-\beta\Delta_i}=kT\ln p_0 ,$$

where $p_0=Z_0/Z$ is the population of the lowest conformer. The sum is at least 1, so $\Delta F\le0$: even an exact $F_0$ is too high, and it is adequate only when $p_0\approx1$. The error of your harmonic approximation to $F_0$ is separate; the end estimates it for a single symmetric rotor only.

**Q.** How good is $Z\approx\sum_i Z_i$?

**A.** Walls are constraints and raise the levels, so $Z\ge\sum_i Z_i$. For the size of the deficit, put a wall at the centre of a harmonic well with $u=\beta\hbar\omega$. Each half keeps the odd levels, so the deficit is $Z_{\rm even}+Z_{\rm odd}-2Z_{\rm odd}$, a geometric series:

$$\sum_{n\ge0}(-1)^n e^{-u(n+1/2)}=\frac{e^{-u/2}}{1+e^{-u}}=\frac1{2\cosh(u/2)} .$$

A barrier top of height $V_b$ is an inverted well. Replacing $\omega\to i\omega_b$ suggests $e^{-\beta V_b}/[2\cos(u_b/2)]$ per wall; this continuation is heuristic, and the program tests it. The model is one torsion,

$$H=-B\frac{d^2}{d\phi^2}+\frac{V_1}{2}(1-\cos\phi)+\frac{V_3}{2}(1-\cos3\phi),\qquad B=\frac{\hbar^2}{2I},$$

with round parameters $B=0.02$ and $V_3=12$ kJ/mol, at $T=298.15$ K, $kT=2.479$ kJ/mol. For $V_1=0$ there are three equal wells. Diagonalizing the full ring gives $Z=5.3720$, one walled basin gives $Z_0=1.7865$, and the deficit $Z-3Z_0=0.01239$ matches the wall formula. That is about 0.2% of $Z$, small because $V_3\gg kT$.

**Q.** So $n$ omitted degenerate conformers cost $kT\ln n$?

**A.** The lowest one is in the sum too. With all $\Delta_i=0$ and $N=n+1$, $\Delta F=-kT\ln(n+1)$; the version with $\ln n$ would give zero for one omitted partner. In the rotor $n=2$, and the diagonalizations give $-kT\ln3.0069=-2.729$ kJ/mol, against $-kT\ln3=-2.723$ kJ/mol ($-0.651$ kcal/mol) and $-kT\ln2=-1.718$ kJ/mol.

**Q.** Real conformers are not degenerate.

**A.** Write the sum as $N\langle e^{-\beta\Delta}\rangle$, an unweighted mean over the $N$ conformers. Each term is at most 1, and the exponential is convex, so $e^{-\beta\langle\Delta\rangle}\le\langle e^{-\beta\Delta}\rangle\le1$. Applying $-kT\ln$ reverses the order:

$$-kT\ln N\le\Delta F\le-kT\ln N+\langle\Delta\rangle .$$

For small $\beta\Delta$, put $y=-\beta\langle\Delta\rangle+\tfrac12\beta^2\langle\Delta^2\rangle+\dots$ and use $\ln(1+y)=y-y^2/2+\dots$ with $y^2=\beta^2\langle\Delta\rangle^2+\dots$:

$$\Delta F=-kT\ln N+\langle\Delta\rangle-\tfrac{\beta}{2}\left(\langle\Delta^2\rangle-\langle\Delta\rangle^2\right)+O(\beta^2\Delta^3).$$

Near-degenerate therefore means $\Delta_i\ll kT$; otherwise $kT\ln N$ is only an upper bound on $|\Delta F|$. Set $V_1=4$ kJ/mol. The trans well stays at $\phi=0$, and two mirror-image gauche wells lie at $\pm118.13^\circ$, higher by $\varepsilon=2.9717$ kJ/mol. A well of curvature $V''$ has $\omega^2=V''/I$, so $\hbar\omega=\sqrt{2BV''}$: 1.4967 kJ/mol for trans, 1.4532 kJ/mol for gauche. With $q=1/[2\sinh(\beta\hbar\omega/2)]$, measured from each minimum,

$$\sigma=e^{-\beta\varepsilon}\,\frac{q_g}{q_t}=0.3016\times1.031=0.3108,\qquad \Delta_g=-kT\ln\sigma=2.90\ \text{kJ/mol},$$

$$\Delta F_1=-kT\ln(1+2\sigma)=-2.479\ln1.6216=-1.20\ \text{kJ/mol}.$$

Diagonalization gives $-1.213$ against the harmonic $-1.1985$ kJ/mol. Two conformers more than $kT$ up still contribute nearly half of $kT\ln3$.

**Q.** Then every methyl group should cost me $kT\ln3$, and I doubt that.

**A.** You are right. Its three wells differ only by a cyclic permutation $P$ of identical protons. $P$ is even, so the total state must be unchanged by the $120^\circ$ turn $C$ combined with $P$ on the spins. The projector on such states is $\tfrac13\sum_{j=0}^{2}C^jP^j$. Of the 8 spin product states only all-up and all-down are fixed by $P$ or $P^2$, so the spin traces are 8, 2, 2, and

$$Z_{\rm Me}=\tfrac13\left[8Z+2\,{\rm Tr}(Ce^{-\beta H})+2\,{\rm Tr}(C^2e^{-\beta H})\right].$$

The last two traces connect a point to its image in another well. Neglecting them, $Z_{\rm Me}/8=Z/3\approx Z_0$. With the parameters above the program finds $Z_{\rm Me}/(8Z_0)=1.0023$, which equals $3.0069/3$, so those traces are invisible here. They stay negligible at this temperature for a methyl-like $B=0.065$ kJ/mol, but not for a low barrier at low temperature: with that $B$ and $V_3=1$ kJ/mol at 10 K each is about 7% of $Z$. Only torsions that produce distinguishable structures count, mirror images included.

**Q.** About 1 kJ/mol for one bond is tolerable. What happens with $m$ bonds?

**A.** Independent rotors give $(1+2\sigma)^m$, so the shift is $m\,\Delta F_1$. The number of conformers grows exponentially, as $3^m$, and its logarithm grows linearly; the slope is $-kT\ln3$ only for $\sigma=1$. Neighbouring torsions interact, though. In the rotational isomeric state model a conformer is a string of $t,g^+,g^-$ with $\Delta=n_g\Delta_g+n_cw$, where $n_c$ counts adjacent opposite gauche pairs. This assumes additivity, equal overall rotational partition functions and $\varepsilon,w$ such that all-trans is lowest. Let $\eta=e^{-\beta w}$ (`omega` in the output), and let $Z_k$ be the sum relative to all-trans. Call $a_k$ the weight of strings of length $k$ ending in $t$, and $b_k$ that of strings ending in $g^+$, equal to $g^-$ by mirror symmetry. A new $t$ may follow anything with weight 1. A new $g^+$ carries $\sigma$, times $\eta$ after $g^-$:

$$a_{k+1}=a_k+2b_k,\qquad b_{k+1}=\sigma a_k+s\,b_k,\qquad s=\sigma(1+\eta),$$

with $a_0=1$, $b_0=0$ and $Z_k=a_k+2b_k$. The matrix of this recursion has trace $1+s$ and determinant $s-2\sigma$, so $\lambda^2-(1+s)\lambda+s-2\sigma=0$. Its discriminant is $(1+s)^2-4s+8\sigma=(1-s)^2+8\sigma$:

$$\lambda_\pm=\tfrac12\left[1+s\pm\sqrt{(1-s)^2+8\sigma}\right].$$

Expanding the starting vector in the two eigenvectors gives $Z_m=A_+\lambda_+^m+A_-\lambda_-^m$. From $Z_0=1$, $A_-=1-A_+$. From $Z_1=1+2\sigma=A_+(\lambda_+-\lambda_-)+\lambda_-$, $A_+=(1+2\sigma-\lambda_-)/(\lambda_+-\lambda_-)$. Factoring out the larger term,

$$\Delta F_m=-m\,kT\ln\lambda_+-kT\ln A_+-kT\ln\left[1+\frac{A_-}{A_+}\left(\frac{\lambda_-}{\lambda_+}\right)^m\right].$$

Since $1+s>0$, $|\lambda_-|<\lambda_+$ and the last term decays: the growth is linear with slope $-kT\ln\lambda_+$, plus an offset. For $\eta=1$, $s=2\sigma$, the root is $1+2\sigma$, so $\lambda_+=1+2\sigma$ and $\lambda_-=0$, the independent case. For $\sigma=1$, $\eta=0$, $s=1$ and $\lambda_\pm=1\pm\sqrt2$; the counts run 3, 7, 17, 41, 99 and the slope is $-2.185$ kJ/mol. For $\sigma\to0$, insert $\lambda=1+\delta$: to first order $1+2\delta-(1+s+\delta)+s-2\sigma=\delta-2\sigma=0$. Then $|\Delta F_m|\approx2m\sigma\,kT$, and the lowest conformer suffices in this model when $2m\sigma\ll1$.

**Q.** If the two ends are identical, a string and its reverse are the same molecule.

**A.** They are, and the result survives. A string equal to its reverse, such as all-trans, has rotational symmetry number 2 and weight factor $\tfrac12$. An unequal pair is one conformer with factor 1, which is twice the all-trans factor, just as two strings give.

**Q.** Put numbers on eight bonds.

**A.** Take $w=8$ kJ/mol, so $\eta=0.0397$ and $s=0.3108\times1.0397=0.3231$. The root is $\sqrt{0.6769^2+8\times0.3108}=1.716$. Hence $\lambda_+=1.5196$, $\lambda_-=-0.1964$ and $A_+=(1.6216+0.1964)/1.716=1.06$. The slope is $-2.479\ln1.5196=-1.037$ kJ/mol ($-0.248$ kcal/mol) per rotor and the offset is $-0.143$ kJ/mol:

$$\Delta F_8=8(-1.0373)-0.1432=-8.44\ \text{kJ/mol}=-2.02\ \text{kcal/mol}.$$

The harmonic one-rotor shift lay about 0.015 kJ/mol above the diagonalized one. Over eight rotors that is about 0.1 kJ/mol in the same direction, so read the result as $-8.4$ to $-8.5$ kJ/mol; the further digits serve only to check the arithmetic. This range covers only the anharmonicity of one rotor within the model. The assumption of equal rotational partition functions is cruder: for an eleven-carbon united-atom backbone (bonds 1.53 Å, angles $112^\circ$) the population-averaged rotational partition function is about 1.7 times the all-trans one, which alone would add about $-1.3$ kJ/mol, and in a real chain the torsional frequencies change with conformation too. Here $Z_8=30.1$ and all-trans holds 3.3% of the population. Ignoring the coupling gives $-9.6$ kJ/mol, and counting all 6561 strings as degenerate gives the bound $-21.8$ kJ/mol, far from the value. Coming within 1 kJ/mol of the full sum takes the lowest 271 strings. The shift is negative because the mixing entropy term outweighs the mean $\Delta$: $\ln p_i=-\beta\Delta_i-\ln Z_8$, averaged with the populations $p_i$, gives $\Delta F=\langle\Delta\rangle_p-TS_{\rm mix}$ with $S_{\rm mix}=-k\sum_ip_i\ln p_i$, here $7.36-15.80$ kJ/mol. The closed form is tested against enumeration of strings, and the discrete model against classical integration over continuous torsions with a $g^+g^-$ repulsion built as a smoothed plateau of height $w$ over the two gauche basins: at $m=4$ the discrete formula, given the classical basin weight $\sigma=0.3140$, yields $-4.32$ kJ/mol and the integration $-4.31$ kJ/mol. The output below has these checks. Agreement this close owes much to the plateau shape: a peaked repulsion of the same height and of width $20^\circ$ or $30^\circ$ gives $-4.39$ or $-4.27$ kJ/mol at $m=4$, so $w$ is an effective basin average.

**Q.** I need only differences, and there it should cancel.

**A.** For forms X and Y, $F_Y-F_X=(F_{0,Y}-F_{0,X})+(\Delta F_Y-\Delta F_X)$. The shifts cancel when both sides keep the same rotors with the same $\sigma$ and $\eta$. They do not when rotors are frozen: freezing all $m$ rotors of a long chain leaves about $m\,kT\ln\lambda_+$. Take a rigid one-conformer form 6 kJ/mol below all-trans, with the same vibrational partition function. Its weight is $e^{6/2.479}=11.25$. The lowest-conformer estimate gives it a population $11.25/(11.25+1)=0.92$, and the full sum gives $11.25/(11.25+30.13)=0.27$. The difference $F_{\rm chain}-F_{\rm rigid}$ goes from $+6$ to $6-8.4\approx-2.4$ kJ/mol. With the potential held fixed, the forms cross where $kT\ln Z_8(T)=6$ kJ/mol, near 250 K, while the lowest-conformer picture has no crossing at all. The same term enters a comparison of a phase that locks the chain with one that frees it, alongside packing contributions this model omits.

**Q.** I would still rather spend the computer time on a better electronic method.

**A.** Compare the two errors. At fixed frequencies $\sigma\propto e^{-\beta\varepsilon}$, so each term of $Z_m=\sum\sigma^{n_g}\eta^{n_c}$ gains a factor $-\beta n_g$ on differentiation:

$$\frac{\partial\Delta F}{\partial\varepsilon}=-kT\,\frac{-\beta\sum n_g\,\sigma^{n_g}\eta^{n_c}}{Z_m}=\langle n_g\rangle_p .$$

Differentiating this quotient once more gives $-\beta(\langle n_g^2\rangle_p-\langle n_g\rangle_p^2)\le0$, so the linear estimate overshoots a rise in $\varepsilon$. With $\langle n_g\rangle_p=2.49$, a method that puts $\varepsilon$ too high by 0.5 kJ/mol moves $\Delta F_8$ by 1.25 kJ/mol linearly and 1.18 kJ/mol in full, against 8.4 kJ/mol for the omission. A better method improves $F_0$, which may matter separately, but no accuracy in $F_0$ supplies $\Delta F$.

**Q.** Where does your counting itself break?

**A.** At low barriers the factor $e^{-\beta V_b}$ no longer makes the wall deficit negligible, and the harmonic approximation to each well fails: once the barrier is well below $kT$, harmonic wells overcount. For $V_1=0$, $V''=9V_3/2$ and $\hbar\omega=3\sqrt{BV_3}$, so $q\approx kT/\hbar\omega$ diverges as $V_3\to0$, while $Z$ tends to the finite free-rotor value. Diagonalization gives $Z/3q=1.077$ at $V_3=12$ kJ/mol, a correction of $-0.18$ kJ/mol relative to three harmonic wells, but 0.349 at $V_3=0.1$ kJ/mol, a correction of $+2.61$ kJ/mol that offsets nearly all of $-kT\ln3$. What fails there is mainly the harmonic $q$, not the number of wells. Such a bond needs a hindered-rotor treatment. The linear law was derived for nearest-neighbour coupling; contacts between distant parts of a folded chain lie outside it, and there the sum must be taken over the actual $\Delta_i$. Conformers that do not interconvert on the time scale of the experiment are separate species and are not summed.

## Values computed for the example and the checks

```
T = 298.15 K, kT = 2.4790 kJ/mol
B = 0.02, V3 = 12.0, V1 = 4.0, w = 8.0 kJ/mol
V1=0: hbar omega = 1.4697 kJ/mol, u = 0.5929, x = 2.4204
V1=0: Z ring = 5.3720, Z one basin = 1.7865, Z/Z0 = 3.0069
V1=0: Z-3Z0 = 0.01239, wall formula = 0.01239
V1=0: exact shift = -2.7291 kJ/mol
-kT ln3 = -2.7234 kJ/mol = -0.6509 kcal/mol
-kT ln2 = -1.7183 kJ/mol
V3=12.0: Z = 5.3720, semiclassical = 5.3713, anharm factor = 1.0734
V3=12.0: Z/(3 q_HO) = 1.0772, -kT ln of it = -0.1845 kJ/mol
V3=0.1: Z = 19.3410, semiclassical = 19.3410, anharm factor = 0.3489
V3=0.1: Z/(3 q_HO) = 0.3490, -kT ln of it = 2.6098 kJ/mol
methyl: spin weights [4, 2, 2], Z/(8 Z0) = 1.0023
cumulant remainder ratio on halving the spread = 8.001
gauche at 118.13 deg, barrier at 61.87 deg
eps = 2.9717, barrier t-g = 13.028 kJ/mol
hbar omega trans = 1.4967, gauche = 1.4532 kJ/mol
sigma = 0.3108, Delta_g = 2.8965 kJ/mol, omega = 0.0397
one rotor shift: exact -1.2130, harmonic sum -1.1985 kJ/mol
same with V3=48.0: exact -1.1697, harmonic -1.1693 kJ/mol
lambda+ = 1.5196, lambda- = -0.1964, A+ = 1.0595
slope = -1.0373 kJ/mol = -0.2479 kcal/mol per rotor
offset -kT ln A+ = -0.1432 kJ/mol
sigma=1, omega=0: lambda+ = 2.4142, slope = -2.1849 kJ/mol
sigma=1, omega=0 counts m=1..5: [3, 7, 17, 41, 99]
shift kJ/mol: m, 3^m, degenerate, uncoupled, coupled
  1 3 -2.723 -1.199 -1.199
  2 9 -5.447 -2.397 -2.216
  4 81 -10.894 -4.794 -4.293
  6 729 -16.340 -7.191 -6.367
  8 6561 -21.787 -9.588 -8.442
  10 59049 -27.234 -11.985 -10.517
classical basin sigma = 0.3140
continuous m=2: quadrature -2.2287, discrete -2.2322 kJ/mol
continuous m=3: quadrature -3.2731, discrete -3.2798 kJ/mol
continuous m=4: quadrature -4.3145, discrete -4.3242 kJ/mol
continuous slope: kernel -1.0417, discrete -1.0448 kJ/mol
m=8: Z = 30.128, shift = -8.442 kJ/mol = -2.018 kcal/mol
m=8: all-trans population = 0.0332
m=8: distinct conformers if ends identical = 3321
m=8: <n_g> = 2.492, <n_g+g-> = 0.0178
m=8: <Delta> = 7.359, T S_mix = 15.801 kJ/mol
m=8: lowest strings needed for 1 kJ/mol = 271 of 6561
m=8: eps error 0.5 kJ/mol: linear 1.246, full 1.178 kJ/mol
rigid form 6.0 kJ/mol below all-trans; F(chain)-F(rigid) = -2.442 kJ/mol
rigid population: lowest only 0.9184, full 0.2719
crossover T = 251.1 K, sigma = 0.2484, Z = 17.710
```
